# Exact low-field mobility of a Gaussian-disordered hopping chain: verification in Python

```python
# Result under test: on a long chain with independent Gaussian site energies E_i
# (standard deviation sigma) and rates w0*exp[-(E_j-E_i)/2kT] between neighbours,
# the low-field mobility is (e a^2 w0/kT) * exp[-(3/4)(sigma/kT)^2].
# Symbols: x = E/kT, s = sigma/kT, f = e*F*a/kT (field F, spacing a),
# lam = reorganisation energy, z = fugacity, c = carriers per site.
# Velocities in the tests are in units of a*w0.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, fsolve
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.stats import norm

rng = np.random.default_rng(12345)
KB = const.k / const.e            # eV/K
HBAR = const.hbar / const.e       # eV s


def disorder_factor(s):
    return np.exp(-0.75 * s**2)


def velocity_formula(s, f):
    return 2*np.sinh(f/2) / (np.exp(0.75*s**2 - f)
                             - np.exp(0.25*s**2)*np.expm1(-f))


def field_ratio(s, f):
    return velocity_formula(s, f) / (f * disorder_factor(s))


def spread_constant(s):
    return (np.expm1(s**2) + np.expm1(s**2/2) + 2*np.expm1(s**2/4)
            + 4*np.expm1(-s**2/2))


def hop_rates(x, f):
    up = np.exp((x - np.roll(x, -1) + f) / 2)
    down = np.exp((x - np.roll(x, 1) - f) / 2)
    return up, down


def master_velocity(x, f):
    """Steady state of the master equation on a ring; site 0 sets the scale."""
    up, down = hop_rates(x, f)
    n = len(x)
    band = np.zeros((3, n - 1))
    band[0, 1:] = -down[2:]
    band[1] = (up + down)[1:]
    band[2, :-1] = -up[1:-1]
    source = np.zeros(n - 1)
    source[0] += up[0]
    source[-1] += down[0]
    p = np.concatenate(([1.0], solve_banded((1, 1), band, source)))
    current = np.mean(p*up - np.roll(p*down, -1))
    return current / np.mean(p)


def ring_mobility(x):
    """Low-field mobility of finite rings (last axis = sites), units e a^2 w0/kT."""
    resistance = np.exp((x + np.roll(x, -1, axis=-1)) / 2)
    return 1 / (np.exp(-x).mean(axis=-1) * resistance.mean(axis=-1))


nodes, weights = np.polynomial.hermite_e.hermegauss(80)
weights = weights / weights.sum()


def pair_average(function, s, r=0.0):
    """Average over two Gaussian reduced energies with correlation r."""
    u, v = np.meshgrid(nodes, nodes, indexing="ij")
    x1, x2 = s*u, s*(r*u + np.sqrt(1 - r*r)*v)
    return np.sum(np.outer(weights, weights) * function(x1, x2))


# ---- example inputs: rounded, rough regime of polarons in amorphous HfO2 ----
a_nm, sigma, lam, J, phonon = 0.35, 0.07, 1.2, 0.01, 0.05
T, film_nm, filling, eps_r = 400.0, 20.0, 1e-3, 20.0


def example_at(temperature):
    kT = KB * temperature
    s = sigma / kT
    w0 = 2*np.pi/HBAR * J**2 / np.sqrt(4*np.pi*lam*kT) * np.exp(-lam/(4*kT))
    mu_ordered = (a_nm*1e-7)**2 * w0 / kT
    return kT, s, w0, mu_ordered, mu_ordered*disorder_factor(s)


kT, s, w0, mu0, mu = example_at(T)
Lam = lam / kT

# ---- small ring: drift, diffusion and the resistance sum agree ----
x_small = rng.normal(size=12)
mu_small = ring_mobility(x_small)
f_tiny = 1e-4
drift = (master_velocity(x_small, f_tiny)
         - master_velocity(x_small, -f_tiny)) / (2*f_tiny)
assert abs(drift/mu_small - 1) < 1e-5
up, down = hop_rates(x_small, 0.0)
k_wave = 1e-3
generator = np.diag(-(up + down)).astype(complex)
for i in range(12):
    generator[(i+1) % 12, i] += up[i]*np.exp(1j*k_wave)
    generator[(i-1) % 12, i] += down[i]*np.exp(-1j*k_wave)
eigs = np.linalg.eigvals(generator)
diffusion = -eigs[np.argmin(abs(eigs))].real / k_wave**2
assert abs(diffusion/mu_small - 1) < 1e-4

# ---- million-site master equation against the closed forms ----
n_big, f_low = 1_000_000, 0.01
low_rows = []
for s_test in (0.5, 1.0, 1.5, s):
    x = s_test * rng.normal(size=n_big)
    measured = master_velocity(x, f_low) / f_low
    # five standard errors of the sample plus the first-order field effect
    tolerance = 5*np.sqrt(spread_constant(s_test)/n_big) + f_low
    assert abs(measured/disorder_factor(s_test) - 1) < tolerance
    low_rows.append((s_test, measured, disorder_factor(s_test)))
x = rng.normal(size=n_big)
for f_test in (0.1, 0.5, 2.0):
    assert abs(master_velocity(x, f_test)/velocity_formula(1.0, f_test) - 1) < 0.02
f_one = 0.1 * a_nm / kT           # reduced field at 1 MV/cm = 0.1 V/nm
v_direct = master_velocity(s*rng.normal(size=n_big), f_one)
# heavy-tailed site populations leave a sampling error of about two per cent
assert abs(v_direct/velocity_formula(s, f_one) - 1) < 0.10
slope = (field_ratio(s, 1e-4) - 1) / 1e-4
assert abs(slope - (1 - np.exp(-s**2/2))) < 1e-3

# ---- Gaussian averages and changed rate laws, by quadrature ----
pop_avg = np.sum(weights*np.exp(-s*nodes))
res_avg = pair_average(lambda p, q: np.exp((p+q)/2), s)
assert abs(1/(pop_avg*res_avg)/disorder_factor(s) - 1) < 1e-9
marcus_res = pair_average(lambda p, q: np.exp((p+q)/2 + (p-q)**2/(4*Lam)), s)
marcus_factor = np.sqrt(1 - s**2/Lam)
assert abs(res_avg/marcus_res/marcus_factor - 1) < 1e-6
r_corr = 0.3
corr_res = pair_average(lambda p, q: np.exp((p+q)/2), s, r_corr)
corr_factor = np.exp(-r_corr*s**2/4)
assert abs(res_avg/corr_res/corr_factor - 1) < 1e-9
delta = 1.0
spread_factor = np.exp(-delta**2/2)
assert abs(1/np.sum(weights*np.exp(-delta*nodes))/spread_factor - 1) < 1e-9
# Miller-Abrahams rates: bond resistance exp(max(x_i,x_j)), done by cumulative law
ma_res = quad(lambda t: np.exp(t)*2*norm.pdf(t/s)/s*norm.cdf(t/s),
              -12*s, 14*s, points=[0, s*s], limit=200)[0]
ma_factor = np.exp(-s**2) / (2*norm.cdf(s/np.sqrt(2)))
assert abs(1/(pop_avg*ma_res)/ma_factor - 1) < 1e-6

# ---- quantum phonon: time integral of the central peak against saddle point ----
y, S = phonon/(2*kT), lam/phonon
for gap in (0.0, 2*sigma):
    integral = quad(lambda t: np.exp(S*np.cos(t)/np.sinh(y) - S/np.tanh(y))
                    * np.cos(gap*t/phonon), -np.pi, np.pi, points=[0], limit=200)[0]
    saddle = (np.sqrt(2*np.pi*np.sinh(y)/S) * np.exp(-S*np.tanh(y/2))
              * np.exp(-gap**2*np.sinh(y)/(2*S*phonon**2)))
    assert abs(integral/saddle - 1) < 0.03
tunnel_rate = np.sqrt(np.sinh(y)/y) * np.exp(Lam/4 - S*np.tanh(y/2))
tunnel_disorder = np.sqrt(1 - s**2/Lam*np.sinh(y)/y)
adiabaticity = np.pi**1.5 * J**2 / (phonon*np.sqrt(lam*kT))


# ---- finite filling with mean-field exclusion ----
def mean_filling(log_z):
    return quad(lambda t: norm.pdf(t)/(1 + np.exp(s*t - log_z)), -10, 10,
                points=[-s, 0], limit=200)[0]


z = np.exp(brentq(lambda q: mean_filling(q) - filling, -30, 0))
fill_res = pair_average(lambda p, q: (1 + np.exp(p)/z)*(1 + z*np.exp(-q))
                        * np.exp((q-p)/2), s)
fill_mobility = np.exp(-s**2/4) * z / ((1+z)**2*filling)
assert abs(1/(fill_res*filling)/fill_mobility - 1) < 1e-6
fill_ratio = fill_mobility / disorder_factor(s)

x6 = rng.normal(size=6)
occ = 1/(1 + np.exp(x6)/0.5)


def exclusion_current(f):
    up6, down6 = hop_rates(x6, f)

    def bond(p):
        nxt = np.roll(p, -1)
        return p*(1-nxt)*up6 - nxt*(1-p)*np.roll(down6, -1)

    def residual(p):
        j = bond(p)
        return np.append((j - np.roll(j, 1))[1:], p.sum() - occ.sum())
    return bond(fsolve(residual, occ, xtol=1e-13)).mean()


conduct = occ*(1-np.roll(occ, -1))*np.exp((x6-np.roll(x6, -1))/2)
j_odd = (exclusion_current(1e-3) - exclusion_current(-1e-3)) / 2
assert abs(j_odd/(6*1e-3/np.sum(1/conduct)) - 1) < 1e-4

# ---- finite length: spread between samples ----
logs = np.concatenate([np.log(ring_mobility(rng.normal(size=(500, 4000))))
                       for _ in range(4)])
assert abs(logs.std()*np.sqrt(4000/spread_constant(1.0)) - 1) < 0.08
n_film = int(round(film_nm/a_nm))
film = ring_mobility(s*rng.normal(size=(20000, n_film))) / disorder_factor(s)
film_q = np.quantile(film, [0.1, 0.5, 0.9])
length_10pc = spread_constant(s)/0.1**2 * a_nm * 1e-3   # micrometres


# ---- sideways hops: resistor network of coupled parallel chains ----
def network_conductance(x, side):
    """Mean conductance along the last axis; sideways rates are side*w0."""
    n = x.size
    index = np.arange(n).reshape(x.shape)
    rows, cols, vals = [], [], []
    for axis, strength in ((2, 1.0), (0, side), (1, side)):
        g = strength*np.exp(-(x + np.roll(x, -1, axis))/2)
        i, j, gv = index.ravel(), np.roll(index, -1, axis).ravel(), g.ravel()
        rows += [i, j, i, j]
        cols += [i, j, j, i]
        vals += [gv, gv, -gv, -gv]
        if axis == 2:
            g_along = g
    lap = coo_matrix((np.concatenate(vals),
                      (np.concatenate(rows), np.concatenate(cols))),
                     shape=(n, n)).tocsc()
    drive = (np.roll(g_along, 1, 2) - g_along).ravel()
    phi = np.zeros(n)
    phi[1:] = spsolve(lap[1:, 1:], drive[1:], permc_spec="MMD_AT_PLUS_A")
    phi = phi.reshape(x.shape)
    return np.mean(g_along*(phi - np.roll(phi, -1, 2) + 1))


def series_conductance(x):
    return np.mean(1/np.mean(np.exp((x + np.roll(x, -1, 2))/2), axis=2))


x_net = s*rng.normal(size=(4, 4, 40))
assert abs(network_conductance(x_net, 1e-8)/series_conductance(x_net) - 1) < 1e-3
side_results = {}
for width, samples in ((5, 12), (8, 5)):
    values = []
    for _ in range(samples):
        x_net = s*rng.normal(size=(width, width, 80))
        weak, full = (network_conductance(x_net, q) for q in (0.01, 1.0))
        assert series_conductance(x_net) < weak < full   # extra paths only help
        values.append((weak, full))
    values = np.array(values)/np.exp(-s**2/4)
    side_results[width] = (values.mean(0), values.std(0, ddof=1)/np.sqrt(samples))

# ---- printed numbers ----
print(f"Inputs: a = {a_nm} nm, sigma = {sigma} eV, lambda = {lam} eV")
print(f"Inputs: J = {J} eV, phonon = {phonon} eV, T = {T:.0f} K, film = {film_nm:.0f} nm")
print("Master equation, 1e6 sites, f = 0.01: mobility in e a^2 w0/kT")
for s_test, measured, exact in low_rows:
    print(f"  s = {s_test:.3f}: solved {measured:.5f}, exp(-3s^2/4) {exact:.5f}")
print(f"kT = {kT:.5f} eV, s = {s:.4f}, s^2 = {s*s:.4f}")
print(f"Average exp(-x) = {pop_avg:.4f}, average resistance = {res_avg:.4f} (1/w0)")
print(f"Symmetric hop rate w0 = {w0:.3e} 1/s")
print(f"Mobility without disorder = {mu0:.3e} cm2/Vs")
print(f"Disorder factor = {disorder_factor(s):.5f}")
print(f"Mobility with disorder = {mu:.3e} cm2/Vs = {mu*1e-4:.3e} m2/Vs")
kT3, s3, w03, mu03, mu3 = example_at(300.0)
print(f"At 300 K: s = {s3:.4f}, w0 = {w03:.3e} 1/s, factor = {disorder_factor(s3):.3e}")
print(f"At 300 K: mobility = {mu3:.3e} cm2/Vs")
print(f"At 300 K: sigma^2/(lambda kT) = {sigma**2/(lam*kT3):.4f}")
print("Neglected effects at 400 K, as multipliers of the mobility:")
for F in (0.01, 0.1, 1.0, 4.0):
    print(f"  field {F} MV/cm (f = {F*f_one:.4f}): {field_ratio(s, F*f_one):.4f}")
f_ten = brentq(lambda q: field_ratio(s, q) - 1.1, 1e-4, 1)
print(f"  field for a 10 % rise = {f_ten/f_one:.4f} MV/cm")
print(f"  solved/formula velocity at 1 MV/cm = {v_direct/velocity_formula(s, f_one):.4f}")
print(f"  Marcus curvature: {marcus_factor:.4f}, sigma^2/(lambda kT) = {s*s/Lam:.4f}")
print(f"  nuclear tunnelling in w0: {tunnel_rate:.4f}")
print(f"  curvature factor with quantum phonon: {tunnel_disorder:.4f}")
print(f"  adiabaticity parameter (small = non-adiabatic) = {adiabaticity:.4f}")
print(f"  filling c = {filling}: {fill_ratio:.4f}, fugacity z = {z:.3e}")
r_nm = a_nm*filling**(-1/3)
coulomb = const.e/(4*np.pi*const.epsilon_0*eps_r*r_nm*1e-9)
print(f"  Coulomb energy at {r_nm:.2f} nm, eps_r = {eps_r:.0f}: {coulomb:.4f} eV")
print(f"  neighbour correlation r = {r_corr}: {corr_factor:.4f}")
print(f"  log-normal w0, delta = {delta}: {spread_factor:.4f} (relative to median)")
print(f"  Miller-Abrahams disorder factor = {ma_factor:.5f}")
print(f"  rings of {n_film} sites, mobility/long-chain value, 10/50/90 %: "
      f"{film_q[0]:.3f} {film_q[1]:.3f} {film_q[2]:.3f}")
print(f"  chain length for 10 % sample spread = {length_10pc:.3f} um")
for width, (mean, err) in side_results.items():
    print(f"  sideways hops, {width}x{width}x80 sites: rate 0.01 w0: "
          f"{mean[0]:.3f} +- {err[0]:.3f}; w0: {mean[1]:.3f} +- {err[1]:.3f}")
shift = side_results[8][0][1]/side_results[5][0][1] - 1
print(f"  shift of the w0 result with cross-section = {100*shift:.2f} %")
print("PASS")
```

It prints:

```
Inputs: a = 0.35 nm, sigma = 0.07 eV, lambda = 1.2 eV
Inputs: J = 0.01 eV, phonon = 0.05 eV, T = 400 K, film = 20 nm
Master equation, 1e6 sites, f = 0.01: mobility in e a^2 w0/kT
  s = 0.500: solved 0.83008, exp(-3s^2/4) 0.82903
  s = 1.000: solved 0.47445, exp(-3s^2/4) 0.47237
  s = 1.500: solved 0.18528, exp(-3s^2/4) 0.18498
  s = 2.031: solved 0.04555, exp(-3s^2/4) 0.04536
kT = 0.03447 eV, s = 2.0308, s^2 = 4.1241
Average exp(-x) = 7.8621, average resistance = 2.8039 (1/w0)
Symmetric hop rate w0 = 2.198e+08 1/s
Mobility without disorder = 7.812e-06 cm2/Vs
Disorder factor = 0.04536
Mobility with disorder = 3.544e-07 cm2/Vs = 3.544e-11 m2/Vs
At 300 K: s = 2.7077, w0 = 1.395e+07 1/s, factor = 4.092e-03
At 300 K: mobility = 2.705e-09 cm2/Vs
At 300 K: sigma^2/(lambda kT) = 0.1580
Neglected effects at 400 K, as multipliers of the mobility:
  field 0.01 MV/cm (f = 0.0102): 1.0089
  field 0.1 MV/cm (f = 0.1015): 1.0925
  field 1.0 MV/cm (f = 1.0154): 2.3536
  field 4.0 MV/cm (f = 4.0616): 12.9643
  field for a 10 % rise = 0.1078 MV/cm
  solved/formula velocity at 1 MV/cm = 0.9931
  Marcus curvature: 0.9389, sigma^2/(lambda kT) = 0.1185
  nuclear tunnelling in w0: 1.5001
  curvature factor with quantum phonon: 0.9332
  adiabaticity parameter (small = non-adiabatic) = 0.0548
  filling c = 0.001: 1.0399, fugacity z = 1.323e-04
  Coulomb energy at 3.50 nm, eps_r = 20: 0.0206 eV
  neighbour correlation r = 0.3: 0.7340
  log-normal w0, delta = 1.0: 0.6065 (relative to median)
  Miller-Abrahams disorder factor = 0.00875
  rings of 57 sites, mobility/long-chain value, 10/50/90 %: 0.591 1.376 2.656
  chain length for 10 % sample spread = 2.373 um
  sideways hops, 5x5x80 sites: rate 0.01 w0: 1.932 +- 0.029; w0: 4.469 +- 0.078
  sideways hops, 8x8x80 sites: rate 0.01 w0: 1.937 +- 0.030; w0: 4.538 +- 0.075
  shift of the w0 result with cross-section = 1.54 %
PASS
```
